\section*{Clausius–Mossotti permittivity and its polarization pole in gate oxides, part 1}

(Sections cited here and not found follow in the second part.)

\section{From cell polarizabilities to the permittivity}

Q: You want to obtain the permittivity of an oxide by adding the polarizabilities of its ions. What, precisely, is being added, and which field acts on it?

A: Take a crystal at rest in a static, weak field. Site \(i\) acquires a dipole
\begin{equation}
\mathbf p_i=4\pi\varepsilon_0\alpha_i\mathbf E_{\mathrm{loc},i}.
\end{equation}
The polarizability volume \(\alpha_i\) is measured in \(\text{\AA}^3\). The local field \(\mathbf E_{\mathrm{loc},i}\) comes from all sources except dipole \(i\) itself. I assume a linear, isotropic response at each site, and dipoles small enough to be treated as points.

The macroscopic field \(\mathbf E\) is an average over many cells. If a formula unit has volume \(V\), the polarization is
\begin{equation}
\mathbf P=\frac1V\sum_i\mathbf p_i ,
\end{equation}
where the sum runs over one formula unit. The relative permittivity \(\varepsilon\) is defined by
\begin{equation}
\mathbf D=\varepsilon_0\mathbf E+\mathbf P=\varepsilon_0\varepsilon\mathbf E .
\end{equation}
Addition of polarizabilities gives a closed result if every site feels the same local field. That condition needs a derivation.

Q: Then why not put \(\mathbf E\) itself into the site response?

A: Because \(\mathbf E\) averages over the field close to the dipoles, whereas an ion samples the field at one place. To separate near from far, draw a sphere of radius \(R\) around the chosen site. It is large compared with the lattice spacing, but small compared with the distance over which \(\mathbf P\) varies. Dipoles outside may be replaced by a continuous polarization. Those inside must be summed individually.

First remove the sphere from the continuum. The remaining medium has bound surface charge on the cavity wall. Its outward normal points into the cavity, so \(\mathbf n=-\hat{\mathbf r}\). With \(\mathbf P\) along \(z\),
\begin{equation}
\sigma=\mathbf P\cdot\mathbf n=-P\cos\theta .
\end{equation}
A charge \(\sigma\,dA\) at \(R\hat{\mathbf r}\) produces at the centre a field directed along \(-\hat{\mathbf r}\). Its \(z\) component is
\begin{align}
dE_z&=-\frac{\sigma\cos\theta}{4\pi\varepsilon_0R^2}\,dA\\
&=\frac{P\cos^2\theta}{4\pi\varepsilon_0}\,d\Omega ,
\end{align}
since \(dA=R^2d\Omega\). The angular integral is
\begin{equation}
\int\cos^2\theta\,d\Omega
=2\pi\int_{-1}^{1}c^2\,dc=\frac{4\pi}{3},
\end{equation}
with \(c=\cos\theta\). The wall therefore contributes \(\mathbf P/(3\varepsilon_0)\). The transverse components cancel on integration around the axis.

Before removal, the total continuum field was \(\mathbf E\). The removed sphere carried the opposite surface charge and contributed \(-\mathbf P/(3\varepsilon_0)\). Subtracting that contribution gives
\begin{equation}
\mathbf E_{\mathrm{outside}}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}.
\end{equation}

Q: A sphere was your choice. Could a cube or a needle change the local field?

A: It could change the two parts separately, but not their sum. The wall contribution and the discrete sum inside must use the same boundary. With a sphere, the field from the dipoles inside is
\begin{equation}
E_{\mathrm{in},a}=\frac1{4\pi\varepsilon_0}
\sum_j\sum_b S^{(j)}_{ab}p_{j,b},\qquad
S^{(j)}_{ab}=\sum_{\mathbf r}
\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.
\end{equation}
Here \(j\) labels a sublattice, \(\mathbf r\) runs over its vectors from the chosen site, and the site itself is omitted.

Two facts can make \(S^{(j)}\) vanish. Its trace is zero term by term:
\begin{equation}
\sum_a(3r_a^2-r^2)=3r^2-3r^2=0 .
\end{equation}
Suppose also that the vectors are unchanged as a set by the rotations of a tetrahedron. A threefold rotation exchanges \(x,y,z\) cyclically, so the diagonal elements are equal. Their sum is zero, hence each is zero. A half-turn about \(x\) changes the signs of \(y\) and \(z\), which forces \(S_{xy}=S_{xz}=0\). A half-turn about \(y\) likewise forces \(S_{yz}=0\).

Fluorite satisfies this condition. A cation sees each oxygen sublattice with tetrahedral symmetry, and an oxygen sees the cations in the same way. The two oxygen sublattices see each other with octahedral symmetry. In the lattice sum, the largest element is \(1.4\times10^{-14}\) divided by the cube of the lattice constant, which is zero within rounding. Thus
\begin{equation}
\mathbf E_{\mathrm{loc}}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}
\label{eq:lorentz}
\end{equation}
at every site of this model.

Q: So any cubic crystal will do?

A: No. In a cubic perovskite, an oxygen has two close B cations on opposite sides along a single axis. A threefold rotation that exchanges the cube axes would turn this axis into another, so it does not preserve the arrangement. The crystal is cubic, but the oxygen site is not, and its cavity sum need not vanish.

A small model shows the consequence. Let the lattice constant be \(0.4\,\mathrm{nm}\), with polarizability volumes of \(1.0\), \(1.0\) and \(1.2\,\text{\AA}^3\) for A, B and each oxygen. Solving the coupled dipole equations with the different fields at the sites gives \(\varepsilon=3.06\). Assuming a common Lorentz field gives \(2.74\), which is \(11\%\) below the dipole solution. The condition in the derivation concerns sites, and the word ``cubic'' applied to the whole crystal does not replace it.

Q: Let us stay with fluorite. How does the sum become a permittivity?

A: Insert Eq.~(\ref{eq:lorentz}) into the sum of the dipoles:
\begin{equation}
\mathbf P=\frac{4\pi\varepsilon_0}{V}
\left(\sum_i\alpha_i\right)
\left(\mathbf E+\frac{\mathbf P}{3\varepsilon_0}\right).
\end{equation}
Define the dimensionless number
\begin{equation}
x=\frac{4\pi}{3V}\sum_i\alpha_i .
\end{equation}
The prefactor is then \(3\varepsilon_0x\), and
\begin{align}
\mathbf P&=3\varepsilon_0x\mathbf E+x\mathbf P,\\
(1-x)\mathbf P&=3\varepsilon_0x\mathbf E .
\end{align}
For \(x\ne1\), division gives the susceptibility
\begin{equation}
\chi=\frac{P}{\varepsilon_0E}=\frac{3x}{1-x}.
\end{equation}
Since \(\varepsilon=1+\chi\),
\begin{equation}
\varepsilon=\frac{1-x+3x}{1-x}=\frac{1+2x}{1-x}.
\label{eq:cm}
\end{equation}
This is the Clausius--Mossotti permittivity. For a dilute medium, \(x\ll1\), it becomes \(\varepsilon\simeq1+3x\): the dipoles respond independently to leading order.

To invert it, note that
\begin{equation}
\varepsilon-1=\frac{3x}{1-x},\qquad
\varepsilon+2=\frac{3}{1-x}.
\end{equation}
Their ratio is
\begin{equation}
x=\frac{\varepsilon-1}{\varepsilon+2}.
\label{eq:inverse}
\end{equation}

Q: Oxides owe much of their static permittivity to moving ions. You have so far added induced dipoles on fixed sites.

A: Ionic motion can enter the cell sum under a further assumption. Consider one positive and one negative ion with charges \(\pm Z\), where \(Z\) includes the unit of charge. Let \(s\) be the displacement of the positive ion relative to the negative one, and let \(k\) be the short-range spring constant. In a uniform local field, force balance on the positive ion reads
\begin{equation}
ZE_{\mathrm{loc}}-ks=0 .
\end{equation}
The negative ion gives the same equation with both signs reversed. The added dipole is \(Zs=(Z^2/k)E_{\mathrm{loc}}\), so
\begin{equation}
\alpha_{\mathrm{ion}}=\frac{Z^2}{4\pi\varepsilon_0k}.
\end{equation}
It adds to the electronic polarizabilities if the spring does not depend on the electronic dipoles.

Q: Why should a spring between neighbouring electron clouds be so obliging?

A: In general it is not. Let \(\mu\) be the electronic dipole, let \(A\) be its polarizability in SI units, and allow a short-range coupling \(gs\mu\). The cell energy in a given local field is
\begin{equation}
U=\frac{\mu^2}{2A}+\frac{ks^2}{2}+gs\mu-(\mu+Zs)E_{\mathrm{loc}} .
\end{equation}
Setting its two derivatives to zero gives
\begin{align}
\frac{\mu}{A}+gs&=E_{\mathrm{loc}},\\
ks+g\mu&=ZE_{\mathrm{loc}}.
\end{align}
The first equation is \(\mu=A(E_{\mathrm{loc}}-gs)\). Substitution in the second gives
\begin{equation}
(k-g^2A)s=(Z-gA)E_{\mathrm{loc}} .
\end{equation}
The total dipole is therefore
\begin{align}
\mu+Zs&=AE_{\mathrm{loc}}+(Z-gA)s\\
&=\left[A+\frac{(Z-gA)^2}{k-g^2A}\right]E_{\mathrm{loc}} .
\end{align}
The stationary point is a minimum of \(U\) only if \(k>g^2A\), which I assume. For \(g=0\) the bracket is \(A+Z^2/k\). For nonzero \(g\), the ionic part depends on the electronic part. A cell polarizability still exists, but it is no longer a sum of independently transferable ionic numbers.

Q: Put numbers into the simple version.

A: I take a fluorite cell with lattice constant \(0.51\,\mathrm{nm}\), in the rough regime of cubic hafnium dioxide. There are four formula units in the cube, so
\begin{equation}
V=\frac{(5.1\,\text{\AA})^3}{4}=33.163\,\text{\AA}^3 .
\end{equation}
The chosen effective static polarizability volumes are \(1.6\,\text{\AA}^3\) for the cation and \(2.6\,\text{\AA}^3\) for each oxygen. They include an ionic contribution. Their division between sites is a model choice. The total is \(1.6+2(2.6)=6.8\,\text{\AA}^3\), and
\begin{align}
x&=\frac{4\pi(6.8)}{3(33.163)}=0.8589,\\
\varepsilon&=\frac{1+2(0.85891)}{1-0.85891}=19.26 .
\end{align}

Q: That merely evaluates your formula. Is there a calculation in which the factor \(1/3\) is not inserted?

A: Yes. Build a film from 24 formula layers, stacked along a cube axis, and apply a fixed \(D\) normal to it. A uniform dipole sheet has zero average field outside itself. What remains between sheets is a rapidly decaying field from their atomic pattern. Summing those fields, together with the field inside each sheet, gives coupled equations for the layer dipoles. No cavity is used.

At the centre of the film, \(P\) is the dipole moment of one formula unit divided by \(V\). From \(\varepsilon_0E=D-P\),
\begin{equation}
\varepsilon=\frac{D}{\varepsilon_0E}=\frac{1}{1-P/D}.
\end{equation}
The solution has \(P/D=0.94809\) and gives \(\varepsilon=19.263\), in agreement with Eq.~(\ref{eq:cm}). Changing the site values to \(2.8\) and \(2.0\,\text{\AA}^3\), at the same total, gives \(19.263\) again. This is the expected insensitivity of the uniform bulk response to the site division.

Q: A precise formula is useful only if its input is known well enough. How does an error in \(x\) propagate?

A: Differentiate the logarithm of Eq.~(\ref{eq:cm}):
\begin{align}
\frac{d\ln\varepsilon}{dx}
&=\frac{2}{1+2x}+\frac1{1-x}\\
&=\frac{3}{(1+2x)(1-x)} .
\end{align}
A relative change in \(x\) is \(d\ln x=dx/x\), so the gain is
\begin{equation}
G=\frac{d\ln\varepsilon}{d\ln x}
=\frac{3x}{(1+2x)(1-x)} .
\end{equation}
Now use Eq.~(\ref{eq:inverse}), with \(1-x=3/(\varepsilon+2)\) and \(1+2x=3\varepsilon/(\varepsilon+2)\):
\begin{equation}
G=\frac{(\varepsilon-1)(\varepsilon+2)}{3\varepsilon}.
\end{equation}
For the example \(G=6.72\). Small changes of the polarizabilities in the film calculation give the same value. For large \(\varepsilon\), the gain grows approximately as \(\varepsilon/3\).

The change need not be very large before the linear estimate fails. With \(V\) fixed, lowering all polarizabilities by \(5\%\) gives \(\varepsilon=14.3\); raising them by \(5\%\) gives \(28.6\). Relative to \(19.3\), these are changes of \(-26\%\) and \(+48\%\).

Q: But suppose I fit the total polarizability to a measured permittivity and recover that permittivity. Have I not confirmed additivity?

A: No. Equation~(\ref{eq:inverse}) assigns a number between zero and one to every finite \(\varepsilon>1\). Values of \(10\), \(20\) and \(40\) give \(x=0.750\), \(0.864\) and \(0.929\). One adjustable total can reproduce one permittivity whether or not the local-field picture is right. Additivity is put at risk when polarizabilities obtained from other compounds predict a new one. Even then, when \(\varepsilon\) is large, the gain turns a modest error in transfer into a large error in \(\varepsilon\).

\section{The pole and its meaning in a gate stack}

For the second half, \(V\) is the formula volume, \(\alpha_i\) are polarizability volumes, and \(x=4\pi\sum_i\alpha_i/(3V)\). If all sites feel \(E+P/(3\varepsilon_0)\), then
\begin{equation}
\chi=\frac{3x}{1-x},\qquad
\varepsilon=1+\chi=\frac{1+2x}{1-x}.
\label{eq:recall}
\end{equation}
The fluorite example has \(x=0.8589\) and \(\varepsilon=19.26\), with polarizability volumes of \(1.6\,\text{\AA}^3\) for the cation and \(2.6\,\text{\AA}^3\) for each oxygen.

Q: Equation~(\ref{eq:recall}) diverges at \(x=1\). Your example needs only a \(16.4\%\) increase in polarizability to get there. Is that a recipe for an enormous gate capacitance?

A: First see what diverges. Taking the reciprocal of \(\chi\),
\begin{equation}
\frac1\chi=\frac{1-x}{3x}=\frac1{3x}-\frac13 .
\label{eq:cancel}
\end{equation}
The first term is the restoring stiffness of the sites. The second is the help they receive from the local field. A large susceptibility is a near cancellation of the two.

For uniform polarization at fixed macroscopic field, the corresponding energy density is
\begin{equation}
f(P)=\frac{P^2}{2\varepsilon_0\chi}-EP .
\end{equation}
Its derivative vanishes at \(P=\varepsilon_0\chi E\), and its curvature is \(1/(\varepsilon_0\chi)\). For \(0<x<1\) this is a minimum. At \(x=1\) the curvature is zero. For \(x>1\) the stationary point is a maximum, so the negative permittivity given by the formula is not an equilibrium response at fixed \(E\). The pole marks the loss of linear stability against uniform polarization at fixed \(E\); a nonuniform pattern may become unstable earlier.

Q: The cancellation depends on the number \(1/3\). Is that number secure in an oxide with overlapping charge and distorted sites?

A: It was derived for point dipoles at sites of suitable symmetry. To see its influence, replace it by a common factor \(L\):
\begin{equation}
P=3\varepsilon_0x\left(E+\frac{LP}{\varepsilon_0}\right).
\end{equation}
Collecting the terms in \(P\) gives \((1-3Lx)P=3\varepsilon_0xE\), hence
\begin{equation}
\frac1\chi=\frac1{3x}-L .
\end{equation}
The pole moves to \(x=1/(3L)\). With \(x\) held fixed, lowering or raising \(L\) by \(0.01\) gives \(\varepsilon=16.4\) or \(23.3\). These differ from the original value by \(-15\%\) and \(+21\%\).

Distortion can also be treated by direct summation. Stretch the fluorite model to \(c/a=1.02\), keeping its volume and site polarizabilities fixed. The permittivity becomes \(20.2\) across the long axis and \(17.8\) along it. A single scalar \(\varepsilon\) no longer describes the crystal.

When all sites feel the same Lorentz field, adding their polarizabilities gives the Clausius--Mossotti permittivity, whose pole at \(x=1\) marks the loss of linear stability against uniform polarization at fixed \(E\). It remains to ask what the polarization does at and beyond the pole, whether a nonuniform pattern appears first, and how much the permittivity matters in a gate stack.
